# Negative-U Condition for Disproportionation of Singly Charged Oxygen Vacancies

A calculation of the charge trapped in a high-k gate oxide must decide which charge states of the oxygen vacancy to keep. One choice is three states, $V^{0}$, $V^{+}$ and $V^{2+}$, with two one-electron levels. The other is two states, $V^{0}$ and $V^{2+}$, joined by a single two-electron level. Negatively charged vacancies and inequivalent oxygen sites are left out here; in a real oxide such as HfO$_2$ they must be added, the negative states above all for Fermi levels high in the gap. For isolated vacancies in equilibrium, at temperatures where the thermal energy is small against the size of the energy named next, $V^{+}$ can be left out whenever one energy is negative, that of the reaction

$$2V^{+}\rightarrow V^{0}+V^{2+}.$$

## 1. The Fermi level drops out

Let $q$ be the vacancy charge in units of the elementary charge $e$, and let $E_F$ be the Fermi level measured from the top of the valence band. The formation energy of a vacancy is

$$G_q=E_q+qE_F+C .$$

Here $E_q$ is the energy of the relaxed vacancy, with the term $q$ times the valence-band energy already included. The constant $C$ holds the perfect-crystal energy and the chemical potential of the removed oxygen atom, which are the same for all three charge states. The term $qE_F$ appears because $q$ electrons have gone to the reservoir.

The vacancies are taken to be far apart and at the same electrostatic potential. The reaction energy is then

$$G_0+G_{2+}-2G_+=(E_0+E_{2+}-2E_+)+(0+2-2)E_F+(1+1-2)C .$$

Both brackets on the right vanish, because the reaction conserves charge and the number of vacancies. What remains defines

$$U=E_0+E_{2+}-2E_+ .$$

The reaction therefore lowers the energy at every Fermi level if and only if $U<0$. The oxygen chemical potential has no influence on this sign.

**First limit: frozen ions.** Suppose the ions cannot move, and let a vacancy with $n=2-q$ trapped electrons have energy $n\varepsilon_0$, plus a repulsion $U_e$ when $n=2$. Then

$$U=(2\varepsilon_0+U_e)+0-2\varepsilon_0=U_e .$$

With $U_e>0$ the reaction costs energy. In this model a negative $U$ has to come from the motion of the ions.

A practical point follows from the definition. If energies from a periodic cell contain an uncorrected error $-Aq^2$, with $A>0$, the computed value is $U-A(0+4-2)=U-2A$. Such an error favours disproportionation, so $E_q$ must be corrected to the isolated vacancy before the sign is read. The image-charge term has $A>0$ in a cubic cell, but for a point charge in a tetragonal cell it changes sign near $c/a=3.7$, so a long cell can bias $U$ the other way.

## 2. Which state is lowest at a given Fermi level

The reaction energy does not depend on $E_F$, but the lowest charge state does. Two charge states have equal formation energy at their transition level. From $G_{2+}=G_+$ and from $G_+=G_0$,

$$\varepsilon(2{+}/{+})=E_+-E_{2+},\qquad \varepsilon({+}/0)=E_0-E_+ .$$

Subtracting the first from the second gives

$$\varepsilon({+}/0)-\varepsilon(2{+}/{+})=E_0+E_{2+}-2E_+=U .$$

For $U<0$ the second electron is bound more deeply than the first. From $G_{2+}=G_0$, the two-electron level is

$$\varepsilon(2{+}/0)=\tfrac12(E_0-E_{2+}),$$

which is the midpoint of the two one-electron levels.

To compare $V^+$ with the better of its two competitors, use the identity $\min(a,b)=\tfrac12(a+b)-\tfrac12|a-b|$. The definition of $U$ gives

$$\tfrac12(G_0+G_{2+})=G_++\tfrac12U ,$$

and the difference is

$$G_0-G_{2+}=E_0-E_{2+}-2E_F=2[\varepsilon(2{+}/0)-E_F].$$

Hence

$$G_+-\min(G_0,G_{2+})=-\tfrac12U+|E_F-\varepsilon(2{+}/0)| .$$

If $U<0$, the right side is positive for every $E_F$, so $V^+$ is never the lowest state. Its smallest excess energy is $-U/2$, reached at the two-electron level. If $U>0$, $V^+$ is lowest in a window of width $U$ centred on that level. At $U=0$ the window shrinks to a point where all three states are degenerate.

Away from $\varepsilon(2{+}/0)$ the pair $V^0+V^{2+}$ is not the final ground state either. Exchange with the reservoir then turns both vacancies into $V^{2+}$ at low $E_F$, or into $V^0$ at high $E_F$. The condition $U<0$ says that two $V^+$ can always lower their energy by the pair reaction, not that equal amounts of the products survive at every Fermi level.

## 3. One lattice coordinate

Now let the neighbouring metal ions move. Let $Q$ be a collective inward displacement, zero in relaxed $V^{2+}$. Each trapped electron exerts a force $F$ along $Q$, and the lattice has stiffness $k$. The energy surface for $n$ trapped electrons is

$$\Phi_n(Q)=n\varepsilon_0+\tfrac12U_en(n-1)+\tfrac12kQ^2-nFQ .$$

The repulsion $U_e$ is the value at fixed ions, already reduced by the response of the other electrons. Setting the derivative to zero gives

$$kQ_n-nF=0,\qquad Q_n=\frac{nF}{k}.$$

At this point the two lattice terms are

$$\tfrac12kQ_n^2-nFQ_n=\frac{n^2F^2}{2k}-\frac{n^2F^2}{k}=-\frac{n^2F^2}{2k}.$$

With $E_{2+}=\Phi_0(Q_0)$, $E_+=\Phi_1(Q_1)$ and $E_0=\Phi_2(Q_2)$, the relaxed energies are

$$E_{2+}=0,\qquad E_+=\varepsilon_0-\frac{F^2}{2k},\qquad E_0=2\varepsilon_0+U_e-\frac{2F^2}{k}.$$

Inserting them in the definition of $U$,

$$U=2\varepsilon_0+U_e-\frac{2F^2}{k}-2\varepsilon_0+\frac{F^2}{k}=U_e-\frac{F^2}{k}.$$

The negative-U condition in this model is therefore

$$\boxed{\frac{F^2}{k}>U_e}$$

The lattice gain grows as $n^2$. Two electrons in one vacancy gain four units of $F^2/2k$, whereas one electron in each of two vacancies gains two units in total. The surplus of two units, $F^2/k$, must pay for the repulsion. For $k\to\infty$ or $F\to0$ the frozen-ion result $U=U_e$ returns.

**Numbers.** Take the round model values $k=100$ N/m, $F=4$ nN, $U_e=0.6$ eV and $\varepsilon_0=4$ eV, with a band gap of 6 eV. They do not describe a particular oxide. Then

$$\frac{F^2}{k}=\frac{(4\times10^{-9}\,\mathrm N)^2}{100\,\mathrm{N/m}}=1.6\times10^{-19}\,\mathrm J=0.999\,\mathrm{eV},$$

$$U=0.600-0.999=-0.399\ \mathrm{eV}\quad(-6.39\times10^{-20}\ \mathrm J).$$

The coordinate is 0, 40 and 80 pm in $V^{2+}$, $V^+$ and $V^0$. The levels are

$$\varepsilon(2{+}/{+})=\varepsilon_0-\frac{F^2}{2k}=4-0.499=3.501\ \mathrm{eV},$$

$$\varepsilon({+}/0)=\varepsilon_0+U_e-\frac{3F^2}{2k}=4.6-1.498=3.102\ \mathrm{eV}.$$

They are inverted, and the two-electron level lies at 3.301 eV. There $V^+$ is 0.199 eV above the other two states. A scan of $E_F$ through the gap, using numerically minimised energies, finds no point at which $V^+$ is lowest.

At the same $k$ and $U_e$, the sign changes at $F=\sqrt{kU_e}=3.10$ nN. At the original force it changes at $U_e=0.999$ eV. Raising $U_e$ to 1.4 eV gives $U=0.401$ eV, and the scan then finds a $V^+$ window of 0.402 eV, in agreement within its 0.001 eV spacing.

**Second limit: the window leaves the gap.** Keep $U_e=1.4$ eV but set $\varepsilon_0=7$ eV. The window now runs formally from 6.501 to 6.902 eV, above the 6 eV gap. No Fermi level in the gap makes $V^+$ lowest, yet the $U$ of the model surfaces is still positive. The absence of a $V^+$ window in the gap is thus not proof of negative $U$. A direct change from $V^{2+}$ to $V^0$ inside the gap would show that $U\leq0$. If one charge state is lowest throughout the gap, $U$ itself must be computed, and it has a meaning only if $V^+$ and $V^0$ are at least metastable. In this example they are not: the levels at their own geometries, $\varepsilon_0-F^2/k=6.001$ eV and $\varepsilon_0+U_e-2F^2/k=6.403$ eV, lie above the gap, so the electrons would pass to the conduction band and the positive $U$ is only formal.

## 4. Quantum motion and several modes

Completing the square in $\Phi_n$ gives

$$\Phi_n(Q)=\Phi_n(Q_n)+\tfrac12k(Q-Q_n)^2 .$$

The trapped charge shifts the oscillator without changing its frequency. For mode mass $M$, $\omega=\sqrt{k/M}$ and the vibronic levels are $\Phi_n(Q_n)+\hbar\omega(v+\tfrac12)$, with $v=0,1,2,\dots$. The zero-point energy enters $U$ with weight $1+1-2=0$. The vibrational free energy cancels in the same way.

For $M=3\times10^{-25}$ kg the quantum is $\hbar\omega=12.0$ meV. Diagonalising the coupled oscillator in one fixed basis for all charge states gives $U=-0.399$ eV again, which tests the cancellation.

For several modes, let $\mathbf Q$ be the column of coordinates, $\mathbf F$ the column of forces per electron, and $\mathbf K$ a symmetric, positive definite stiffness matrix. The lattice part is

$$\tfrac12\mathbf Q^{T}\mathbf K\mathbf Q-n\mathbf F^{T}\mathbf Q .$$

Its gradient vanishes at $\mathbf Q_n=n\mathbf K^{-1}\mathbf F$, where its value is

$$\tfrac12n^2\mathbf F^{T}\mathbf K^{-1}\mathbf F-n^2\mathbf F^{T}\mathbf K^{-1}\mathbf F=-\tfrac12n^2\mathbf F^{T}\mathbf K^{-1}\mathbf F .$$

The second difference $2^2+0^2-2\cdot1^2=2$ multiplies $-\tfrac12\mathbf F^{T}\mathbf K^{-1}\mathbf F$, so

$$U=U_e-\mathbf F^{T}\mathbf K^{-1}\mathbf F .$$

For uncoupled modes this is $U_e-\sum_iF_i^2/k_i$. Each uncoupled mode with a nonzero force lowers $U$, and a single mode restores the earlier formula. For coupled coordinates the same holds for the eigenvectors of $\mathbf K$, but the sum over the original coordinates does not apply: switching on the force on one of them can raise $U$, although letting a frozen coordinate relax never does. Direct minimisation for three coupled modes agrees with the matrix expression.

## 5. Surfaces of any shape

Real surfaces need not be equal parabolas. Let $E_q(Q)$ be the surface for charge $q$, $Q_q$ its minimum, and $E_q=E_q(Q_q)$. Define the repulsion at fixed geometry,

$$W(Q)=E_0(Q)+E_{2+}(Q)-2E_+(Q),$$

and the energy released when $V^0$ or $V^{2+}$ relaxes from the $V^+$ geometry,

$$\lambda_q=E_q(Q_+)-E_q(Q_q)\geq0 .$$

The inequality holds because $Q_q$ is the lowest minimum. Put $E_q(Q_+)=E_q+\lambda_q$ for $q=0$ and $2+$, and $E_+(Q_+)=E_+$, into $W$:

$$W(Q_+)=E_0+\lambda_0+E_{2+}+\lambda_{2+}-2E_+=U+\lambda_0+\lambda_{2+}.$$

Therefore

$$U=W(Q_+)-\lambda_0-\lambda_{2+},\qquad U<0\iff\lambda_0+\lambda_{2+}>W(Q_+).$$

No harmonic assumption has entered. In words, the two products must release more energy by relaxing than the electron transfer costs at the $V^+$ geometry.

**Return to the linear model.** There $Q_+=F/k$, and the other minima, at $0$ and $2F/k$, are each a distance $F/k$ away. Thus $\lambda_0=\lambda_{2+}=\tfrac12k(F/k)^2=F^2/2k$. The lattice terms cancel in $W$, leaving $W=U_e$, and the boxed condition follows.

**A case where the linear condition fails.** Let the stiffness be $k$, $1.2k$ and $1.5k$ for $V^{2+}$, $V^+$ and $V^0$, and add $cQ^4$ with $c=10^{21}$ N/m³ to all three surfaces. The force and quartic terms cancel in $W$, so

$$W(Q_+)=U_e+\tfrac12(1+1.5-2.4)kQ_+^2=U_e+0.05\,kQ_+^2 .$$

At the computed $Q_+=32.2$ pm the last term is 0.032 eV, giving $W=0.632$ eV. Integrating the lattice forces from $Q_+$ to the other minima gives $\lambda_{2+}=0.331$ eV and $\lambda_0=0.171$ eV. Hence

$$U=0.632-0.331-0.171=+0.130\ \mathrm{eV},$$

which agrees, within the rounding of the terms, with the direct difference of minimised energies, 0.1305 eV. The linear formula, with the $V^{2+}$ stiffness for all states and no quartic term, would have given $-0.399$ eV, with the wrong sign.

The stiffening alone is enough to reverse the sign. Without the quartic term, the lattice energy is $-n^2F^2/2k_n$, where $k_n$ is the stiffness with $n$ electrons, and

$$U=U_e-\frac{2F^2}{k_2}+\frac{F^2}{k_1}=0.600+0.999\left(-\frac{2}{1.5}+\frac1{1.2}\right)=+0.10\ \mathrm{eV}.$$

A stiffer $V^0$ loses part of the $n^2$ gain on which negative $U$ depends.

## 6. Finite temperature

Negative $U$ does not remove every $V^+$ at nonzero temperature $T$. Consider a fixed number of vacancies in equilibrium with an electron reservoir. Take $V^0$ and $V^{2+}$ as spin singlets and $V^+$ as a doublet, neglect excited electronic states, and use equal mode frequencies. Write $k_B$ for the Boltzmann constant. Apart from a common factor, the statistical weights are

$$w_{2+}=e^{-E_{2+}/k_BT},\quad w_+=2e^{-(E_+-E_F)/k_BT},\quad w_0=e^{-(E_0-2E_F)/k_BT}.$$

The fractions $c_q$ are proportional to these weights. In the following ratio the Fermi level cancels:

$$R\equiv\frac{c_0c_{2+}}{c_+^2}=\frac{w_0w_{2+}}{w_+^2}=\tfrac14e^{-U/k_BT}.$$

The $V^+$ fraction is $c_+=[1+(w_0+w_{2+})/w_+]^{-1}$. Since $w_0+w_{2+}\geq2\sqrt{w_0w_{2+}}=2\sqrt R\,w_+$, with equality when $w_0=w_{2+}$, its largest value over all $E_F$ is

$$c_+^{\max}=\frac1{1+2\sqrt R}=\frac1{1+e^{-U/2k_BT}},$$

reached at $E_F=\varepsilon(2{+}/0)$. This is below one half if and only if $U<0$. As $T\to0$ it tends to 0 for $U<0$ and to 1 for $U>0$. For $k_BT\gg|U|$ it tends to $1/2$, since two of the four spin occupations belong to $V^+$.

A stricter demand is that $V^+$ is nowhere the most populous state. If $R>1$, then $\max(w_0,w_{2+})\geq\sqrt{w_0w_{2+}}>w_+$ at every $E_F$. If $R<1$, $V^+$ is the most populous at $w_0=w_{2+}$. Excluding ties, the demand is $R>1$, or

$$U<-2k_BT\ln2 .$$

Between this limit and zero, $V^+$ can be the largest of the three fractions while staying below one half.

**A closed population.** Suppose all vacancies start as $V^+$ and exchange electrons only with each other. Charge conservation requires $c_0=c_{2+}=(1-x)/2$, where $x=c_+$. The free energy per vacancy, including mixing and spin entropy, is

$$f=xE_++\frac{1-x}2(E_0+E_{2+})+k_BT\left[x\ln x+(1-x)\ln\frac{1-x}2-x\ln2\right].$$

On differentiation, the constants $+1$ and $-1$ from the logarithms cancel, as do the two $\ln2$ terms:

$$\frac{df}{dx}=-\frac U2+k_BT\ln\frac{x}{1-x}=0 .$$

Thus $x=[1+e^{-U/2k_BT}]^{-1}$, the same fraction as the maximum found with a reservoir. Numerical minimisation of $f$ confirms it. The mixing entropy used here holds only when the number $N$ of vacancies is large enough that $Nx\gg1$. Two vacancies have four $V^+V^+$ states and two $V^0V^{2+}$ states, so $x=[1+\tfrac12e^{-U/k_BT}]^{-1}$ instead, and an odd $N$ always keeps $x\geq1/N$.

For the first example at 300 K, $k_BT=0.02585$ eV and $-U/2k_BT=7.71$, so $c_+^{\max}=4.5\times10^{-4}$. At 1000 K the exponent is 2.31 and the fraction is 0.090. The stricter limits on $U$ are $-0.036$ eV and $-0.119$ eV, so $U=-0.399$ eV satisfies both. Leaving out $V^+$ is a good equilibrium approximation at 300 K, but at 1000 K it can miss about 9% of the vacancies.

If the mode frequencies differ between charge states, the vibrational parts no longer cancel in general. The energies $E_q$ in the weights, and hence in $U$, must then be replaced by free energies without the spin factor already counted.

## 7. Where isolated vacancies stop being a good description

In a biased gate stack two vacancies may sit at different potentials. Let the electron leave a vacancy at potential $\phi_A$ and join one at $\phi_B$. Its electrostatic energy changes by $-e(\phi_B-\phi_A)$, so the condition becomes

$$U<e(\phi_B-\phi_A).$$

Equal potentials restore $U<0$.

Vacancies at a finite separation $r$ also interact. Treat them as point charges in a uniform medium of static relative permittivity $\kappa$, with $\epsilon_0$ the vacuum permittivity. Two $V^+$ repel with energy $e^2/4\pi\epsilon_0\kappa r$, while $V^0$ and $V^{2+}$ have no charge–charge interaction. The reaction energy at equal potentials is then

$$\Delta E(r)=U-\frac{e^2}{4\pi\epsilon_0\kappa r}.$$

It returns to $U$ as $r\to\infty$. A close pair can therefore favour disproportionation even when an isolated vacancy has a small positive $U$. At separations comparable with the size of the trapped-electron state or the relaxed region, the point-charge form fails and the pair needs its own calculation.

All these conditions concern energies and equilibrium, not rates. A model in which electrons are captured one at a time still needs $V^+$ as an intermediate, even when $U$ is strongly negative.

## Numbers as computed

```
Stiffness k: 100.0 N/m
Force per electron F: 4.000 nN
Fixed-ion repulsion U_e: 0.600 eV
Unrelaxed electron level: 4.000 eV
Band gap: 6.000 eV
Mode mass: 3.00e-25 kg
Vibrational quantum: 12.017 meV
V2+ relaxed Q: 0.000 pm
V2+ relaxed energy: 0.0000 eV
V+ relaxed Q: 40.000 pm
V+ relaxed energy: 3.5007 eV
V0 relaxed Q: 80.000 pm
V0 relaxed energy: 6.6027 eV
Lattice term F^2/k (critical U_e): 0.9986 eV
Relaxation energy F^2/(2k): 0.4993 eV
Reaction energy U: -0.3986 eV
Reaction energy U: -6.3869e-20 J
U from quantum ground states: -0.3986 eV
Critical force at given U_e: 3.1005 nN
Level (2+/+): 3.5007 eV
Level (+/0): 3.1020 eV
Level (2+/0): 3.3014 eV
Smallest V+ excess, -U/2: 0.1993 eV
Positive-U comparison, U_e: 1.400 eV
Positive-U comparison, U: 0.4014 eV
Positive-U comparison, V+ window: 0.402 eV
Outside-gap comparison, unrelaxed level: 7.000 eV
Outside-gap level (2+/+): 6.5007 eV
Outside-gap level (+/0): 6.9020 eV
Anharmonic stiffness factors V2+, V+, V0: (1.0, 1.2, 1.5)
Anharmonic quartic coefficient: 1.00e+21 N/m^3
Anharmonic V+ coordinate: 32.219 pm
Anharmonic vertical repulsion W: 0.6324 eV
Anharmonic V2+ relaxation: 0.3307 eV
Anharmonic V0 relaxation: 0.1712 eV
Anharmonic reaction energy U: 0.1305 eV
300 K, thermal energy: 0.02585 eV
300 K, maximum V+ fraction: 4.4809e-04
300 K, c0*c2/c1^2: 1.2440e+06
300 K, never-most-populous U limit: -0.0358 eV
1000 K, thermal energy: 0.08617 eV
1000 K, maximum V+ fraction: 9.0050e-02
1000 K, c0*c2/c1^2: 2.5527e+01
1000 K, never-most-populous U limit: -0.1195 eV
```
